\section*{How uniform scaling reduces an exchange GGA to one function F(s)}

\section{The decision}

Suppose an exchange functional is to be fitted and coded. It uses the electron density $n$ and the magnitude of its gradient, $g=|\nabla n|$. Should the fit cover a surface $f(n,g)$ over two variables, or a single curve? The answer also decides whether a curve adjusted on one atom keeps its relative accuracy when that atom's density is uniformly compressed.

The functional is a generalized gradient approximation (GGA),
\begin{equation}
E_x[n]=\int f\big(n(\mathbf r),g(\mathbf r)\big)\,d^3r .
\label{gga}
\end{equation}
I take spin-unpolarized densities and an $f$ with no explicit dependence on position. It is continuous, continuously differentiable for $n,g>0$, and gives finite integrals for the densities used; hence $f(0,0)=0$. SI units are used, with $K=e^2/(4\pi\varepsilon_0)$.

The constraint concerns the compressed density
\begin{equation}
n_\lambda(\mathbf r)=\lambda^3 n(\lambda\mathbf r),\qquad \lambda>0 .
\end{equation}
The factor $\lambda^3$ keeps the electron number: with $\mathbf r'=\lambda\mathbf r$ and $d^3r=\lambda^{-3}d^3r'$, the integral of $n_\lambda$ equals that of $n$. The requirement is
\begin{equation}
E_x[n_\lambda]=\lambda E_x[n].
\label{scaling}
\end{equation}

\section{Where the requirement comes from}

Take a determinant of doubly occupied orbitals $\varphi_i$, with density matrix $\gamma(\mathbf r,\mathbf r')=2\sum_i\varphi_i(\mathbf r)\varphi_i^*(\mathbf r')$. Each spin contributes $-\tfrac K2\iint|\gamma/2|^2/|\mathbf r-\mathbf r'|$, so the two together give
\begin{equation}
E_x=-\frac K4\iint\frac{|\gamma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\label{exact}
\end{equation}
The orbitals $\lambda^{3/2}\varphi_i(\lambda\mathbf r)$ are again orthonormal and have density $n_\lambda$. Their density matrix is $\lambda^3\gamma(\lambda\mathbf r,\lambda\mathbf r')$. In (\ref{exact}) its square gives $\lambda^6$, the two volume elements give $\lambda^{-6}$, and $1/|\mathbf r-\mathbf r'|$ gives $\lambda$. The exchange energy is multiplied by $\lambda$.

In density functional theory the determinant is the one of least kinetic energy among those with density $n$. A kinetic energy contains two derivatives, so scaling multiplies it by $\lambda^2$. This factor is common to all competing determinants, and scaling maps the determinants for $n$ one-to-one onto those for $n_\lambda$. The minimizer for $n$ therefore becomes the minimizer for $n_\lambda$, and (\ref{scaling}) follows. If several determinants tie, the same choice must be made before and after scaling.

The argument does not carry over to correlation. An interacting wavefunction minimizes kinetic plus repulsion energy, whose parts scale as $\lambda^2$ and $\lambda$, so a scaled minimizer need not be a minimizer.

From here on, (\ref{scaling}) is a demand on the approximate functional: it must hold for every $\lambda>0$ and every smooth density with an even number of electrons.

\section{Simple case: no gradient}

Let $f$ depend on $n$ alone. Then, with $\mathbf r'=\lambda\mathbf r$,
\begin{equation}
E_x[n_\lambda]=\int f\big(\lambda^3n(\lambda\mathbf r)\big)d^3r
=\lambda^{-3}\int f\big(\lambda^3n(\mathbf r')\big)d^3r' .
\end{equation}
Subtracting $\lambda E_x[n]$ turns the demand into
\begin{equation}
\int h(n)\,d^3r=0,\qquad h(n)=\lambda^{-3}f(\lambda^3n)-\lambda f(n).
\label{simpleh}
\end{equation}
A vanishing integral does not by itself make the integrand vanish. The freedom to choose the density must be used.

Choose a plateau: $n=n_0$ for $r<R$, and $n=\phi(r-R)$ outside, where $\phi(x)$ falls smoothly from $n_0$ to zero. An example with length $\ell$ is $\phi=n_0\exp[-(x/\ell)e^{-\ell/x}]$, all of whose derivatives vanish as $x\to0^+$, so it joins the plateau smoothly. The condition reads
\begin{equation}
\frac{4\pi}{3}R^3h(n_0)+4\pi\int_0^\infty(R+x)^2h(\phi(x))\,dx=0 .
\end{equation}
The left side is a cubic polynomial in $R$. The electron number grows continuously and without limit with $R$, so it passes through infinitely many even integers. A cubic with infinitely many zeros has all coefficients zero. The coefficient of $R^3$ gives $h(n_0)=0$, and $n_0$ was arbitrary. Hence
\begin{equation}
f(\lambda^3n)=\lambda^4f(n).
\end{equation}
With a fixed reference density $n_r$ and $\lambda=(n_r/n)^{1/3}$ this becomes
\begin{equation}
f(n)=\left(\frac n{n_r}\right)^{4/3}f(n_r)=C\,n^{4/3}.
\end{equation}
Scaling fixes the power of $n$ but not the constant $C$.

\subsection{Limit: the uniform gas supplies the constant}

In a uniform gas the plane waves with $k<k_F$ are doubly occupied. At separation $u$, with $x=k_Fu$,
\begin{align}
\gamma(u)&=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}e^{i\mathbf k\cdot\mathbf u}
=\frac1{\pi^2u}\int_0^{k_F}k\sin(ku)\,dk\nonumber\\
&=\frac{\sin x-x\cos x}{\pi^2u^3}
=\frac{k_F^3}{\pi^2}\frac{j_1(x)}x ,
\end{align}
where $j_1(x)=(\sin x-x\cos x)/x^2$. As $u\to0$, $j_1/x\to1/3$ and $\gamma\to n$, so
\begin{equation}
k_F=(3\pi^2n)^{1/3},\qquad \gamma(u)=3n\,\frac{j_1(x)}x .
\end{equation}
By (\ref{exact}) the exchange energy per volume is
\begin{align}
e_{\rm LDA}&=-\frac K4\int_0^\infty\frac{9n^2}{u}\frac{j_1^2(x)}{x^2}\,4\pi u^2\,du\nonumber\\
&=-\frac{9\pi Kn^2}{k_F^2}\int_0^\infty\frac{j_1^2(x)}x\,dx .
\end{align}
For the integral, put $j_0=\sin x/x$. Direct differentiation gives $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$, so
\begin{equation}
\frac d{dx}\left(j_0^2+j_1^2\right)=-2j_0j_1+2j_0j_1-\frac{4j_1^2}x=-\frac{4j_1^2}x .
\end{equation}
The bracket is 1 at $x=0$ and 0 at infinity, and the integral is $1/4$. Using $n=k_F^3/(3\pi^2)$ for one factor of $n$,
\begin{equation}
e_{\rm LDA}=-\frac{3K}{4\pi}k_Fn
=-\frac34\left(\frac3\pi\right)^{1/3}K\,n^{4/3}.
\label{lda}
\end{equation}
The power found from scaling reappears, now with its constant. This is the local density approximation (LDA).

\section{General case: add the gradient}

One more derivative brings one more factor of $\lambda$:
\begin{equation}
|\nabla n_\lambda(\mathbf r)|=\lambda^4g(\lambda\mathbf r).
\end{equation}
The same change of variables gives, for every allowed density,
\begin{equation}
\int h(n,g)\,d^3r=0,\quad
h(n,g)=\lambda^{-3}f(\lambda^3n,\lambda^4g)-\lambda f(n,g).
\label{h}
\end{equation}
On the plateau density,
\begin{equation}
\frac{4\pi}3R^3h(n_0,0)+4\pi\int_0^\infty(R+x)^2h(\phi,|\phi'|)\,dx=0 ,
\end{equation}
and again every coefficient vanishes. The $R^3$ term now gives only $h(n_0,0)=0$, which is the earlier result at zero gradient. Nonzero gradients occur in the wall, and the $R^2$ term isolates them:
\begin{equation}
\int_0^\infty h(\phi,|\phi'|)\,dx=0 .
\label{wall}
\end{equation}

\subsection{From the wall integral to the integrand}

Let $\phi$ decrease strictly, so that the density $\nu=\phi(x)$ can replace $x$ as the variable. Define $w(\nu)=|dx/d\nu|=1/|\phi'|$, the thickness of wall per unit of density. Then (\ref{wall}) becomes
\begin{equation}
\int_0^{n_0}k(\nu,w(\nu))\,d\nu=0,\qquad k(\nu,w)=w\,h(\nu,1/w).
\label{k}
\end{equation}
Steep walls have small $w$, gentle ones large $w$.

Now change the wall in a narrow range of densities: replace $w$ by $w+\epsilon\eta$, where $\eta$ is a smooth bump that vanishes outside an interval strictly between 0 and $n_0$. For small $\epsilon$ the new $w$ is still positive and describes another smooth wall; the part at densities below the bump is merely shifted. Since (\ref{k}) holds for each $\epsilon$, its derivative at $\epsilon=0$ vanishes:
\begin{equation}
\int_0^{n_0}\eta(\nu)\,\frac{\partial k}{\partial w}(\nu,w(\nu))\,d\nu=0 .
\end{equation}
If $\partial k/\partial w$ were nonzero at some density, a positive bump placed where it keeps one sign would contradict this. So $\partial k/\partial w=0$ along the wall. A wall can be drawn with any chosen slope at any chosen density, so $k$ is independent of $w$ everywhere:
\begin{equation}
k(\nu,w)=c(\nu),\qquad\text{that is,}\qquad h(\nu,g)=c(\nu)\,g .
\end{equation}

One possibility is left, and it is removed by varying the plateau height. Equation (\ref{k}) now says
\begin{equation}
\int_0^{n_0}c(\nu)\,d\nu=0\quad\text{for every }n_0>0 .
\end{equation}
Differentiation with respect to $n_0$ gives $c(n_0)=0$. Therefore $h(n,g)=0$ at every point.

If only the wall condition (\ref{wall}) is used, this last variation cannot be dropped. In units where one plateau has height 1, take $c(\nu)=1-2\nu$. Then
\begin{equation}
\int_0^{n_0}(1-2\nu)\,d\nu=n_0-n_0^2 ,
\end{equation}
which is zero for every wall shape at $n_0=1$, although $h$ is not zero. At $n_0=1.5$ the integral is $-0.75$. The numerical check confirms, on two different wall shapes, that the wall integral vanishes at $n_0=1$ and does not vanish at $n_0=1.5$.

\subsection{Two variables become one}

With $h=0$, multiplying (\ref{h}) by $\lambda^3$ gives
\begin{equation}
f(\lambda^3n,\lambda^4g)=\lambda^4f(n,g).
\label{hom}
\end{equation}
Choose $\lambda=(n_r/n)^{1/3}$ once more, so that the first argument becomes $n_r$:
\begin{equation}
f(n,g)=\left(\frac n{n_r}\right)^{4/3}
f\!\left(n_r,\;n_r^{4/3}\frac g{n^{4/3}}\right).
\label{reduced}
\end{equation}
Apart from the prefactor, the energy density depends on $g/n^{4/3}$ alone. A dimensionless multiple of this ratio is
\begin{equation}
s=\frac g{2k_Fn}=\frac1{2(3\pi^2)^{1/3}}\frac g{n^{4/3}} .
\end{equation}
Since $e_{\rm LDA}(n)=(n/n_r)^{4/3}e_{\rm LDA}(n_r)$, dividing (\ref{reduced}) by $e_{\rm LDA}(n)$ cancels the prefactor:
\begin{equation}
\frac{f(n,g)}{e_{\rm LDA}(n)}
=\frac{f\big(n_r,\,2(3\pi^2)^{1/3}n_r^{4/3}s\big)}{e_{\rm LDA}(n_r)}\equiv F(s).
\end{equation}
The left side does not contain $n_r$, so $F$ does not depend on the choice of reference. The result is
\begin{equation}
E_x[n]=\int e_{\rm LDA}(n)\,F(s)\,d^3r .
\label{result}
\end{equation}

Conversely, any such functional obeys the constraint, provided its integral is finite. At $\mathbf r$ the scaled density has
\begin{equation}
s_\lambda(\mathbf r)=\frac{\lambda^4g(\lambda\mathbf r)}{2\,\lambda k_F(\lambda\mathbf r)\,\lambda^3n(\lambda\mathbf r)}=s(\lambda\mathbf r).
\end{equation}
The LDA factor gains $\lambda^4$, the volume element $\lambda^{-3}$, and the energy $\lambda$.

A local test for code follows by differentiating (\ref{hom}) with respect to $\lambda$ at $\lambda=1$:
\begin{equation}
3n\frac{\partial f}{\partial n}+4g\frac{\partial f}{\partial g}=4f .
\end{equation}
It needs only one density value and one gradient value at a time. The PBE and B88 exchange functionals pass it in the numerical check.

\section{Limits of the general form}

\paragraph{Zero gradient.} Here $f\to e_{\rm LDA}F(0)$. Scaling accepts any $F(0)$; the value $F(0)=1$ is a separate condition, imposed by the uniform gas.

\paragraph{Weak gradient.} If $F=1+\mu s^2+\dots$ at small $s$, the leading correction to the energy density is
\begin{equation}
\mu s^2e_{\rm LDA}=-\frac{3\mu K}{16}\left(\frac3\pi\right)^{1/3}\frac{g^2}{(3\pi^2)^{2/3}n^{4/3}} .
\end{equation}
Scaling has fixed the power of $n$ under $g^2$; the number $\mu$ must come from elsewhere.

\paragraph{Exponential tail.} For $n\propto e^{-2\kappa r}$ one has $g=2\kappa n$ and $s=\kappa/k_F$, which grows as $n^{-1/3}$. The outer region of an atom therefore samples large $s$, however small its density.

\section{What dimensional analysis would have allowed}

The product $Kn^{4/3}$ is already an energy density, so one might expect units alone to give (\ref{result}). They do not, because the Bohr radius $a_0$ is also available. The quantity
\begin{equation}
y=\frac{a_0g}{10\,n}
\end{equation}
is dimensionless, and the toy functional
\begin{equation}
f_{\rm toy}=e_{\rm LDA}(n)\left[1+0.2\,\frac{y^2}{1+y^2}\right]
\end{equation}
has correct units. But $y$ changes under scaling: $y_\lambda(\mathbf r)=\lambda y(\lambda\mathbf r)$. For $\lambda>1$ the bracket grows wherever $g>0$, and the energy becomes more negative than $\lambda E_x$. In (\ref{exact}), by contrast, the interaction $K/|\mathbf r-\mathbf r'|$ carries no length of its own. The lengths come from the orbitals, and these scale with the density.

The values at $s=1$ show the difference:
\begin{center}
\begin{tabular}{cccc}
$n$ (m$^{-3}$) & PBE & B88 & toy\\
$10^{29}$ & 1.172 & 1.178 & 1.005\\
$10^{30}$ & 1.172 & 1.178 & 1.019\\
$10^{31}$ & 1.172 & 1.178 & 1.066
\end{tabular}
\end{center}
PBE and B88 each have one value at given $s$. The two values differ from each other, as they may, since scaling does not choose the curve. The toy has no single curve.

\section{Test on neon}

The density is that of a neon atom from Hartree--Fock theory in the cc-pVTZ basis. This reference omits correlation, has a finite basis, and need not be the Kohn--Sham determinant of least kinetic energy. The digits below belong to this basis: in a near-complete basis the determinant value of $E_x[n]$ moves by $0.14$~eV, to $-329.49$~eV, and the other four by $0.07$ to $0.08$~eV, while the ratios stay as shown. For the comparison it is enough that all exchange energies refer to the same orbitals or their density. Multiplying every Gaussian exponent by $\lambda^2$ scales the orbitals, since $e^{-\alpha(\lambda r)^2}=e^{-\alpha\lambda^2r^2}$. With $\lambda=2$:
\begin{center}
\begin{tabular}{lccc}
 & $E_x[n]$ (eV) & $E_x[n_2]$ (eV) & ratio\\
determinant & $-329.626$ & $-659.253$ & 2.0000\\
LDA & $-300.317$ & $-600.634$ & 2.0000\\
PBE & $-328.424$ & $-656.849$ & 2.0000\\
B88 & $-330.361$ & $-660.721$ & 2.0000\\
toy & $-326.941$ & $-675.899$ & 2.0673
\end{tabular}
\end{center}
In SI units the PBE energy goes from $-5.262\times10^{-17}$ to $-1.0524\times10^{-16}$~J.

Relative to the determinant, the original LDA energy is too small in magnitude by $(329.626-300.317)/329.626=8.9\%$, and the PBE energy by $1.202/329.626=0.36\%$. These percentages are the same after compression, because numerator and denominator both double. In a near-complete basis the LDA figure stays at $8.9\%$ and the PBE figure becomes $0.34\%$; the toy figures that follow move by about $0.03$ percentage points. The toy starts $2.685/329.626=0.8\%$ too small in magnitude and ends $16.646/659.253=2.5\%$ too large. Its fair agreement at one scale says little about the next.

A single point shows the mechanism. The values are those of the cc-pVTZ density; a near-complete basis changes $n$, $g$ and the energy density here by about $0.4\%$, $s$ to $0.686$ and $F$ to $1.0915$, but not the scaling factors. At $r=50$~pm in the original atom, $n=3.7643\times10^{30}$~m$^{-3}$, $g=2.5088\times10^{41}$~m$^{-4}$ and $k_F=4.8125\times10^{10}$~m$^{-1}$, so
\begin{equation}
s=\frac{2.5088\times10^{41}}{2(4.8125\times10^{10})(3.7643\times10^{30})}=0.692 .
\end{equation}
The PBE curve gives $F=1.0931$ there. With $e_{\rm LDA}=-9.978\times10^{12}$~J\,m$^{-3}$, the energy density is
\begin{equation}
e_{\rm PBE}=1.0931\,(-9.978\times10^{12})=-1.091\times10^{13}\ \text{J\,m}^{-3}.
\end{equation}
The matching point of the compressed atom is $r=25$~pm. There $n$ is 8 times and $g$ 16 times as large, while $k_F$ has doubled. Thus $s$ is multiplied by $16/(2\times8)=1$, and $F$ is unchanged. The energy density is 16 times as large, $-1.745\times10^{14}$~J\,m$^{-3}$, in a volume element 8 times smaller. The contribution to the energy doubles.

\section{Where the reduction stops}

\paragraph{A length in the interaction.} Some hybrid schemes use the short-range interaction $K\,\mathrm{erfc}(\omega u)/u$, with $u=|\mathbf r-\mathbf r'|$. Substituting $u=u'/\lambda$ in the scaled exchange integral gives
\begin{equation}
E_x^{\omega}[n_\lambda]=\lambda E_x^{\omega/\lambda}[n].
\end{equation}
At fixed $\omega$ this is not (\ref{scaling}), and the derivation of a one-variable factor no longer applies. A second ratio such as $\omega/k_F$, which is unchanged when $\omega$ and the density are scaled together, may enter.

\paragraph{Second derivatives.} If the integrand may contain $\nabla^2n$, an energy constraint no longer fixes it point by point. The term $Ka_0\nabla^2n$ has the units of an energy density and scales wrongly, yet its integral vanishes for a smooth decaying density, because it is the flux of $\nabla n$ through a distant surface. For $f(n,g)$ the wall argument has excluded such hidden terms.

\paragraph{The choice of curve.} For full-range, nonrelativistic exchange of a spin-unpolarized density and an integrand $f(n,g)$, the opening question is settled: fit one curve $F(s)$. Forms that give up (\ref{scaling}) fall outside this rule: on the neon density with $\lambda=2$ the relativistically corrected LDA exchange has the ratio $1.978$, and the nonseparable N12 term, whose factor depends on $n$ at fixed $s$, has $1.960$. Any dependence of the ratio $f/e_{\rm LDA}$ on $n$ at fixed $s$ breaks the scaling law for some density. The shape of the curve must come from other conditions or from data.

\section*{Numbers as computed}
\begin{verbatim}
Neon, Hartree-Fock/cc-pVTZ density
scaling factor lambda = 2.0
uniform-gas integral of j1^2/x = 0.250000
electron number, original = 10.000000
electron number, scaled = 10.000000
kinetic energy ratio = 4.000000
E_x determinant: original -329.626 eV, scaled -659.253 eV, ratio 2.000000
E_x LDA: original -300.317 eV, scaled -600.634 eV, ratio 2.000000
E_x PBE: original -328.424 eV, scaled -656.849 eV, ratio 2.000000
E_x B88: original -330.361 eV, scaled -660.721 eV, ratio 2.000000
E_x toy: original -326.941 eV, scaled -675.899 eV, ratio 2.067340
E_x PBE, original = -5.2619e-17 J
E_x PBE, scaled = -1.0524e-16 J
Point r = 50.0 pm, lambda = 1.0
  n = 3.7643e+30 m^-3
  g = 2.5088e+41 m^-4
  kF = 4.8125e+10 m^-1
  s = 0.69245
  e_LDA = -9.9776e+12 J/m^3
  F_PBE = 1.09307
  e_PBE = -1.0906e+13 J/m^3
Point r = 25.0 pm, lambda = 2.0
  n = 3.0114e+31 m^-3
  g = 4.0141e+42 m^-4
  kF = 9.6249e+10 m^-1
  s = 0.69245
  e_LDA = -1.5964e+14 J/m^3
  F_PBE = 1.09307
  e_PBE = -1.7450e+14 J/m^3
Ratios scaled/original at the point: n 8.0000, g 16.0000, s 1.0000, e_PBE 16.0000
Enhancement over LDA at s = 1
  n = 1e+29 m^-3: PBE 1.17244, B88 1.17807, toy 1.00451
  n = 1e+30 m^-3: PBE 1.17244, B88 1.17807, toy 1.01936
  n = 1e+31 m^-3: PBE 1.17244, B88 1.17807, toy 1.06645
\end{verbatim}
